# Conservative Dopant Diffusion in a Growing Layer on a Fixed Coordinate: a program that tests the result

```python
"""Dopant diffusion in a growing crystal, solved on the fixed coordinate x=z/h(t).

Result under test:
    d(h C)/dt = dG/dx,   G = (D/h) dC/dx + x h' C,
    G(0) = 0,            G(1) = J - k C_surface.
C: dopant concentration (cm^-3), z: height above the fixed bottom (nm),
h: crystal thickness (nm), h': growth rate (nm/min), D: diffusivity (nm^2/min),
J: dopant supplied by the gas, k: surface-loss coefficient (nm/min).
Inside the program fluxes have the unit cm^-3 nm/min.
The finite-volume scheme is compared with a half-space Laplace solution.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfcx

NM_IN_CM = 1e-7
DIFF = 900.0             # nm^2/min
GROWTH = 100.0           # nm/min
LOSS = 10.0              # nm/min
DEPTH = 500.0            # nm of substrate included
END = 5.0                # min
GAS_ON, GAS_OFF = 1.0, 3.0
GAS_FLUX = 2.2e13        # cm^-2/min
SUPPLY = GAS_FLUX / NM_IN_CM
SUBSTRATE = 2e17         # cm^-3
TEMPERATURE = 1373.0     # K
ACTIVATION = 3.7         # eV, rough
INTRINSIC = 1e19         # cm^-3, rough at this temperature
COOLING = 120.0          # K/min
SEGREGATION = 5.0        # nm, assumed scale
KB_EV = boltzmann / charge


def steady_thickness(time):
    return DEPTH + GROWTH * time


def gas_pulse(start, stop):
    middle = (start + stop) / 2
    return SUPPLY if GAS_ON < middle < GAS_OFF else 0.0


def no_gas(start, stop):
    return 0.0


def extrinsic_factor(conc):
    """Upper estimate: carrier enhancement times built-in-field factor."""
    carriers = conc / 2 + np.sqrt(conc**2 / 4 + INTRINSIC**2)
    field = 1 + conc / np.sqrt(conc**2 + 4 * INTRINSIC**2)
    return carriers / INTRINSIC * field


def simulate(cells, steps, diff=DIFF, thickness=steady_thickness,
             gas=gas_pulse, start=SUBSTRATE, form="central",
             rate=None, extrinsic=False):
    """Backward Euler; returns heights, profile, dose, dose defect, minimum.

    form: central, upwind, nonconservative, or double (surface advection
    wrongly counted in addition to the dopant supplied by the gas).
    """
    dx, dt = 1 / cells, END / steps
    faces = np.arange(1, cells) * dx
    centres = (np.arange(cells) + 0.5) * dx
    conc = np.full(cells, start)
    first_dose = thickness(0.0) * dx * conc.sum()
    entered, lowest = 0.0, conc.min()
    upper_weight = 1.0 if form == "upwind" else 0.5
    lower_weight = 1 - upper_weight
    plain = form == "nonconservative"
    right = centres[:-1] if plain else faces
    left = centres[1:] if plain else faces
    for step in range(steps):
        t_old, t_new = step * dt, (step + 1) * dt
        h_old, h_new = thickness(t_old), thickness(t_new)
        speed = (h_new - h_old) / dt if rate is None else rate(t_new)
        local = np.full(cells, diff)
        if extrinsic:
            factor = extrinsic_factor(conc)
            local[:-1] *= (factor[1:] + factor[:-1]) / 2
            local[-1] *= factor[-1]
        conduct = local / (h_new * dx)
        inner, half = conduct[:-1], 2 * conduct[-1]
        band = np.zeros((3, cells))
        band[1] = h_new * dx
        band[1, :-1] += dt * (inner - lower_weight * speed * right)
        band[0, 1:] = -dt * (inner + upper_weight * speed * right)
        band[1, 1:] += dt * (inner + upper_weight * speed * left)
        band[2, :-1] = -dt * (inner - lower_weight * speed * left)
        supply = gas(t_old, t_new)
        total = LOSS + speed + half
        leak = LOSS
        if form == "double":
            total, leak = LOSS + half, LOSS - speed
        if plain:
            leak = LOSS + speed * dx / 2
            band[1, 0] += dt * centres[0] * speed
        band[1, -1] += dt * leak * half / total
        rhs = (h_new if plain else h_old) * dx * conc
        rhs[-1] += dt * supply * (1 - leak / total)
        conc = solve_banded((1, 1), band, rhs, check_finite=False)
        surface = (supply + half * conc[-1]) / total
        entered += dt * (supply - LOSS * surface)
        lowest = min(lowest, conc.min())
    h_end = thickness(END)
    dose = h_end * dx * conc.sum()
    defect = (dose - first_dose - entered) / dose
    return centres * h_end, conc, dose, defect, lowest


def step_response(depth, time):
    """Half-space response, scaled to 1, to gas supply switched on at time 0."""
    if time <= 0:
        return np.zeros_like(np.asarray(depth, dtype=float))
    root = np.sqrt(DIFF)
    scaled = np.asarray(depth, dtype=float) / root
    m = GROWTH / (2 * root)
    roots = [-m, m, (GROWTH / 2 + LOSS) / root]
    result = 0.0
    for j, beta in enumerate(roots):
        others = [b for i, b in enumerate(roots) if i != j]
        weight = -beta / ((others[0] - beta) * (others[1] - beta))
        result = result + weight * erfcx(
            scaled / (2 * np.sqrt(time)) + beta * np.sqrt(time))
    envelope = np.exp(m * scaled - m**2 * time - scaled**2 / (4 * time))
    return (GROWTH + LOSS) / root * envelope * result


PLATEAU = SUPPLY / (GROWTH + LOSS)


def exact_profile(depth, time=END):
    return (SUBSTRATE * (1 - step_response(depth, time))
            + PLATEAU * (step_response(depth, time - GAS_ON)
                         - step_response(depth, time - GAS_OFF)))


# Mapping identity for an arbitrary thickness history h(t).
ts, xs, ds, qs = sp.symbols("t x D q", positive=True)
hs = sp.Function("h")(ts)
mapped = 1 + sp.exp(-ds * qs**2 * ts) * sp.cos(qs * xs * hs)
mapped_flux = ds / hs * sp.diff(mapped, xs) + xs * sp.diff(hs, ts) * mapped
identity = sp.diff(hs * mapped, ts) - sp.diff(mapped_flux, xs)
assert sp.simplify(sp.expand(identity)) == 0

# The reference must satisfy its differential equation and surface balance.
y0, t0, dy, dtime = 150.0, 2.0, 0.5, 1e-3
low, mid, high = [float(step_response(y0 + s * dy, t0)) for s in (-1, 0, 1)]
time_slope = float(step_response(y0, t0 + dtime)
                   - step_response(y0, t0 - dtime)) / (2 * dtime)
curvature = (high - 2 * mid + low) / dy**2
slope = (high - low) / (2 * dy)
pde_residual = time_slope - DIFF * curvature + GROWTH * slope
assert abs(pde_residual) < 2e-3 * abs(DIFF * curvature)
small = 0.05
edge = [float(step_response(i * small, 0.3)) for i in range(3)]
edge_slope = (-3 * edge[0] + 4 * edge[1] - edge[2]) / (2 * small)
balance = -DIFF * edge_slope + (GROWTH + LOSS) * (edge[0] - 1)
assert abs(balance) < 1e-4 * (GROWTH + LOSS)
assert abs(float(step_response(50.0, 1e-3))) < 1e-12

# Convergence: halve the cells and quarter the time step.
errors = []
for cells, steps in ((100, 250), (200, 1000), (400, 4000)):
    z, profile, dose, defect, lowest = simulate(cells, steps)
    reference = exact_profile(steady_thickness(END) - z)
    errors.append(np.max(np.abs(profile - reference)) / reference.max())
order = np.log2(errors[1] / errors[2])
assert errors[2] < 5e-3 and 1.6 < order < 2.4
assert abs(defect) < 1e-11 and lowest >= 0

h_final = steady_thickness(END)
exact_dose = quad(lambda y: float(exact_profile(y)) / PLATEAU, 0, h_final,
                  points=[200, 400, 500], epsabs=1e-7, limit=200)[0] * PLATEAU
dose_error = dose / exact_dose - 1
assert abs(dose_error) < 1e-3

# Inferior or faulty variants on the same grid.
_, upwind, _, _, _ = simulate(400, 4000, form="upwind")
upwind_error = np.max(np.abs(upwind - reference)) / reference.max()
assert upwind_error > 3 * errors[2]
plain_defect = simulate(400, 4000, form="nonconservative")[3]
assert abs(plain_defect) > 1e-6
double_dose = simulate(400, 4000, form="double")[2]
assert double_dose > 1.2 * exact_dose


# Uniform doping under unsteady growth.
def wavy_thickness(time):
    return DEPTH + GROWTH * time + 30 * np.sin(2 * time)


def wavy_rate(time):
    return GROWTH + 60 * np.cos(2 * time)


def matched_gas(start, stop):
    mean = (wavy_thickness(stop) - wavy_thickness(start)) / (stop - start)
    return (mean + LOSS) * SUBSTRATE


uniform = simulate(100, 50, thickness=wavy_thickness, gas=matched_gas)[1]
uneven = simulate(100, 50, thickness=wavy_thickness, gas=matched_gas,
                  rate=wavy_rate)[1]
uniform_error = np.max(np.abs(uniform / SUBSTRATE - 1))
uneven_error = np.max(np.abs(uneven / SUBSTRATE - 1))
assert uniform_error < 1e-10 and uneven_error > 1e-3

# Positivity below the Peclet limit, also for long steps, and loss above it.
safe_diff, sharp_diff = 130.0, 0.9
cell_final = h_final / 400
safe_peclet = GROWTH * cell_final / safe_diff
sharp_peclet = GROWTH * cell_final / sharp_diff
safe_low = min(simulate(400, n, diff=safe_diff, gas=no_gas)[4]
               for n in (20, 2000))
sharp_low = simulate(400, 2000, diff=sharp_diff, gas=no_gas)[4]
assert safe_peclet < 2 and safe_low >= 0
assert sharp_peclet > 2 and sharp_low < -1e-3 * SUBSTRATE

# Sizes of neglected effects.
peak = profile.max()
peak_height = z[np.argmax(profile)] - DEPTH
extrinsic_profile = simulate(400, 4000, extrinsic=True)[1]
extrinsic_change = extrinsic_profile.max() / peak - 1
hot_factor = np.exp(ACTIVATION / KB_EV
                    * (1 / TEMPERATURE - 1 / (TEMPERATURE + 10)))
hot_change = simulate(400, 4000, diff=DIFF * hot_factor)[1].max() / peak - 1
cooling_time = quad(lambda t: np.exp(-ACTIVATION / KB_EV * (
    1 / (TEMPERATURE - COOLING * t) - 1 / TEMPERATURE)), 0, 5)[0]
pulse_age = END - (GAS_ON + GAS_OFF) / 2
segregation_ratio = SEGREGATION**2 / (2 * DIFF * pulse_age)
bottom_change = float(exact_profile(h_final)) / SUBSTRATE - 1
assert abs(bottom_change) < 1e-4

gas_dose = GAS_FLUX * (GAS_OFF - GAS_ON)
initial_dose = SUBSTRATE * DEPTH * NM_IN_CM
final_dose = dose * NM_IN_CM
lost_dose = initial_dose + gas_dose - final_dose

print(f"temperature: {TEMPERATURE:.0f} K")
print(f"diffusivity: {DIFF:.0f} nm^2/min = {DIFF*NM_IN_CM**2/60:.2e} cm^2/s")
print(f"growth rate: {GROWTH:.0f} nm/min; surface loss k: {LOSS:.0f} nm/min")
print(f"substrate depth: {DEPTH:.0f} nm; growth time: {END:.0f} min")
print(f"final total thickness: {h_final:.0f} nm")
print(f"gas on from {GAS_ON:.0f} to {GAS_OFF:.0f} min")
print(f"gas dopant flux: {GAS_FLUX:.2e} cm^-2/min")
print(f"substrate doping: {SUBSTRATE:.2e} cm^-3")
print(f"steady doping J/(v+k): {PLATEAU:.3e} cm^-3")
print(f"surface diffusion length D/v: {DIFF/GROWTH:.1f} nm")
print(f"finest grid: 400 cells, 4000 steps, final cell {cell_final:.2f} nm")
print(f"largest cell Peclet number: {GROWTH*cell_final/DIFF:.3f}")
print("height above original interface (nm), scheme, exact (cm^-3):")
for height in (-200, -100, 0, 100, 200, 300, 400, 480):
    value = np.interp(height + DEPTH, z, profile)
    truth = float(exact_profile(h_final - DEPTH - height))
    print(f"  {height:5d}  {value:.4e}  {truth:.4e}")
print(f"peak: {peak:.4e} cm^-3 in cell at {peak_height:.1f} nm")
print(f"initial substrate dose: {initial_dose:.4e} cm^-2")
print(f"dose supplied by gas: {gas_dose:.4e} cm^-2")
print(f"dose lost at surface: {lost_dose:.4e} cm^-2")
print(f"final dose, scheme: {final_dose:.4e} cm^-2")
print(f"final dose, exact: {exact_dose*NM_IN_CM:.4e} cm^-2")
print(f"relative dose difference scheme-exact: {dose_error:.2e}")
for cells, error in zip((100, 200, 400), errors):
    print(f"max error/peak, {cells} cells: {100*error:.3f} %")
print(f"observed order, finest pair: {order:.2f}")
print(f"conservation defect/final dose: {abs(defect):.1e}")
print(f"same defect, non-conservative form: {abs(plain_defect):.2e}")
print(f"upwind max error/peak: {100*upwind_error:.2f} %")
print(f"largest upwind diffusion: {GROWTH*cell_final/2:.0f} nm^2/min")
print(f"dose/exact if surface advection added twice: "
      f"{double_dose/exact_dose:.2f}")
print(f"uniformity error, mean growth rate: {uniform_error:.1e}")
print(f"uniformity error, end-of-step rate: {100*uneven_error:.2f} %")
print(f"minimum/substrate at Peclet {safe_peclet:.2f}: "
      f"{safe_low/SUBSTRATE:.2e}")
print(f"minimum/substrate at Peclet {sharp_peclet:.0f}: "
      f"{sharp_low/SUBSTRATE:.3f}")
print(f"rough intrinsic carrier density: {INTRINSIC:.1e} cm^-3")
print(f"extrinsic D factor at peak, upper estimate: "
      f"{extrinsic_factor(peak):.3f}")
print(f"peak change from extrinsic diffusion: {100*extrinsic_change:.2f} %")
print(f"rough activation energy: {ACTIVATION:.1f} eV")
print(f"D factor for +10 K: {hot_factor:.3f}")
print(f"peak change for +10 K: {100*hot_change:.2f} %")
print(f"cooling at {COOLING:.0f} K/min: equivalent hot time "
      f"{cooling_time:.2f} min")
print(f"assumed segregation length: {SEGREGATION:.0f} nm")
print(f"segregation/diffusion variance: {100*segregation_ratio:.2f} %")
print(f"exact relative change at cut-off depth: {bottom_change:.1e}")
print("tests ok")
```

Running it gives:

```
temperature: 1373 K
diffusivity: 900 nm^2/min = 1.50e-13 cm^2/s
growth rate: 100 nm/min; surface loss k: 10 nm/min
substrate depth: 500 nm; growth time: 5 min
final total thickness: 1000 nm
gas on from 1 to 3 min
gas dopant flux: 2.20e+13 cm^-2/min
substrate doping: 2.00e+17 cm^-3
steady doping J/(v+k): 2.000e+18 cm^-3
surface diffusion length D/v: 9.0 nm
finest grid: 400 cells, 4000 steps, final cell 2.50 nm
largest cell Peclet number: 0.278
height above original interface (nm), scheme, exact (cm^-3):
   -200  1.9692e+17  1.9694e+17
   -100  1.8909e+17  1.8878e+17
      0  3.3789e+17  3.3672e+17
    100  1.0329e+18  1.0335e+18
    200  1.6793e+18  1.6818e+18
    300  9.7918e+17  9.7814e+17
    400  8.3147e+16  8.2627e+16
    480  1.1597e+15  1.1605e+15
peak: 1.6846e+18 cm^-3 in cell at 208.8 nm
initial substrate dose: 1.0000e+13 cm^-2
dose supplied by gas: 4.4000e+13 cm^-2
dose lost at surface: 4.0163e+12 cm^-2
final dose, scheme: 4.9984e+13 cm^-2
final dose, exact: 4.9984e+13 cm^-2
relative dose difference scheme-exact: -9.12e-08
max error/peak, 100 cells: 2.133 %
max error/peak, 200 cells: 0.551 %
max error/peak, 400 cells: 0.139 %
observed order, finest pair: 1.99
conservation defect/final dose: 2.0e-15
same defect, non-conservative form: 7.34e-05
upwind max error/peak: 2.43 %
largest upwind diffusion: 125 nm^2/min
dose/exact if surface advection added twice: 8.62
uniformity error, mean growth rate: 2.2e-15
uniformity error, end-of-step rate: 3.79 %
minimum/substrate at Peclet 1.92: 2.83e-54
minimum/substrate at Peclet 278: -0.101
rough intrinsic carrier density: 1.0e+19 cm^-3
extrinsic D factor at peak, upper estimate: 1.179
peak change from extrinsic diffusion: -3.08 %
rough activation energy: 3.7 eV
D factor for +10 K: 1.254
peak change for +10 K: -5.42 %
cooling at 120 K/min: equivalent hot time 0.34 min
assumed segregation length: 5 nm
segregation/diffusion variance: 0.46 %
exact relative change at cut-off depth: -6.2e-08
tests ok
```
